# Kerker preconditioning slows long-wave density mixing in large insulating cells: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""Kerker preconditioning of density mixing in an insulator.

Result under test: for n <- n + alpha*P*(F(n) - n), P = q^2/(q^2 + q0^2),
the smallest eigenvalue of P*eps in a gapped supercell of length L tends to
eps_M*(2 pi/L)^2/q0^2, so the condition number grows as L^2, whereas it is
independent of L without P. In a metal the roles are exchanged.

Symbols: F = SCF map (input density -> output density), eps = dielectric
matrix 1 - chi0*v of the density error, v = 4 pi/q^2, eps_M = macroscopic
dielectric constant including local fields, kappa = condition number.
Model: electrons move along z in columns of cross-section AREA, their charge
spread evenly over the section. Hartree atomic units. All potentials are even
in z, so Fourier coefficients and orbital coefficients are real.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import expit

A_LAT, AREA, V_AMP, Q0 = 5.0, 12.0, 0.5, 1.0
W_AMP = 0.002          # amplitude of the weak long-wave potential
TOL = 1e-5             # required reduction of the residual norm
TEMP = 0.02            # electronic temperature of the metal (hartree)
BOHR = physical_constants["Bohr radius"][0] * 1e10
HARTREE = physical_constants["Hartree energy in eV"][0]


class Supercell:
    def __init__(self, cells, cutoff=3):
        self.cells, self.length = cells, cells * A_LAT
        self.pmax = cutoff * cells
        p = np.arange(-self.pmax, self.pmax + 1)
        self.kinetic = np.diag(0.5 * (2 * np.pi * p / self.length) ** 2)
        self.index = np.abs(p[:, None] - p[None, :])
        self.q = 2 * np.pi * np.arange(2 * self.pmax + 1) / self.length
        self.v = np.zeros_like(self.q)
        self.v[1:] = 4 * np.pi / self.q[1:] ** 2
        self.crystal = np.zeros_like(self.q)
        self.crystal[cells] = -V_AMP / 2
        self.nfft = 2 ** int(np.ceil(np.log2(4 * self.pmax + 2)))
        self.uniform = np.zeros_like(self.q)
        self.uniform[0] = 2 / (A_LAT * AREA)

    def orbitals(self, n, ext):
        potential = ext + self.v * n
        return eigh(self.kinetic + potential[self.index])

    def output(self, n, ext):
        coeff = self.orbitals(n, ext)[1][:, :self.cells]
        weight = (np.abs(np.fft.fft(coeff, self.nfft, axis=0)) ** 2).sum(1)
        corr = np.fft.ifft(weight).real[:len(self.q)]
        return 2 * corr / (AREA * self.length)

    def dielectric(self, n):
        """Symmetrised dielectric matrix from the sum over states."""
        energy, c = self.orbitals(n, self.crystal)
        occ, emp = c[:, :self.cells], c[:, self.cells:]
        root = np.sqrt(energy[self.cells:, None] - energy[None, :self.cells])
        top = 2 * self.pmax
        modes = np.r_[-top:0, 1:top + 1]
        rows = []
        for m in modes:
            if m > 0:
                overlap = emp[m:].T @ occ[:-m]
            else:
                overlap = emp[:m].T @ occ[-m:]
            rows.append((overlap / root).ravel())
        x = np.array(rows) * np.sqrt(self.v[np.abs(modes)])[:, None]
        eps = np.eye(len(modes)) + 4 / (AREA * self.length) * (x @ x.T)
        gap = energy[self.cells] - energy[self.cells - 1]
        return modes, eps, gap


def mix(cell, n, ext, precond, alpha, tol, limit=3000):
    history = []
    for step in range(limit):
        residual = cell.output(n, ext) - n
        history.append(np.linalg.norm(residual))
        if history[-1] < tol * history[0]:
            return n, step, history
        n = n + alpha * precond * residual
    raise RuntimeError("SCF iteration did not converge")


def kerker(q):
    return q ** 2 / (q ** 2 + Q0 ** 2)


def plain(q):
    return np.ones_like(q)


def spectrum(cell, modes, eps, precond):
    s = np.sqrt(precond(cell.q)[np.abs(modes)])
    ev = np.linalg.eigvalsh(s[:, None] * eps * s[None, :])
    return ev[0], ev[-1]


def prepare(cells, cutoff=3):
    """Ground state, spectrum without P, and measured eps_M(q_min)."""
    cell = Supercell(cells, cutoff)
    one = plain(cell.q)
    n = mix(cell, cell.uniform, cell.crystal, one, 0.2, 1e-11)[0]
    modes, eps, gap = cell.dielectric(n)
    low, high = spectrum(cell, modes, eps, plain)
    ext = cell.crystal.copy()
    ext[1] += W_AMP / 2
    final, steps, _ = mix(cell, n, ext, one, 2 / (low + high), TOL)
    eps_m = ext[1] / (ext[1] + cell.v[1] * final[1])
    return dict(cell=cell, n=n, modes=modes, eps=eps, gap=gap, low=low,
                high=high, ext=ext, steps=steps, eps_m=eps_m)


sizes = (8, 16, 32)
data = {N: prepare(N) for N in sizes}
eps_inf = data[32]["eps_m"]


def model_inverse(q):
    return 1 / (1 + 1 / (1 / (eps_inf - 1) + q ** 2 / Q0 ** 2))


# Basis-set check of the measured dielectric constant
basis_change = abs(prepare(8, 4)["eps_m"] / data[8]["eps_m"] - 1)
assert basis_change < 2e-3

# Spectra, rigorous bounds and the long-wave limit
for N in sizes:
    d = data[N]
    cell = d["cell"]
    d["k_low"], d["k_high"] = spectrum(cell, d["modes"], d["eps"], kerker)
    d["m_low"], d["m_high"] = spectrum(cell, d["modes"], d["eps"],
                                       model_inverse)
    d["kappa"] = d["high"] / d["low"]
    d["kappa_k"] = d["k_high"] / d["k_low"]
    d["kappa_m"] = d["m_high"] / d["m_low"]
    first = int(np.where(d["modes"] == 1)[0][0])
    d["head"] = d["eps"][first, first]
    z = np.linspace(0, A_LAT, 401)
    wave = np.cos(np.outer(z, cell.q[1:]))
    n_max = (d["n"][0] + 2 * wave @ d["n"][1:]).max()
    d["n_max"] = n_max
    d["bound"] = 1 + 4 * np.pi * n_max / d["gap"] ** 2
    p_min = kerker(cell.q)[1]
    d["limit"] = d["eps_m"] * cell.q[1] ** 2 / Q0 ** 2
    assert d["low"] > 1 - 1e-9
    assert d["high"] < d["bound"]
    assert p_min <= d["k_low"] <= p_min * d["eps_m"] * (1 + 1e-3)
    assert d["head"] > d["eps_m"]
assert abs(data[32]["k_low"] / data[32]["limit"] - 1) < 0.01
growth = data[32]["kappa_k"] / data[16]["kappa_k"]
assert 3.6 < growth < 4.2
assert abs(data[32]["kappa"] / data[16]["kappa"] - 1) < 0.05
assert abs(data[32]["kappa_m"] / data[16]["kappa_m"] - 1) < 0.05

# The same smallest eigenvalue from finite differences of the SCF map
d8 = data[8]
c8 = d8["cell"]
h = 1e-7
columns = []
for m in range(1, len(c8.q)):
    shift = np.zeros_like(c8.q)
    shift[m] = h
    up = c8.output(d8["n"] + shift, c8.crystal)
    down = c8.output(d8["n"] - shift, c8.crystal)
    columns.append((up - down)[1:] / (2 * h))
jacobian = np.array(columns).T
operator = kerker(c8.q)[1:, None] * (np.eye(len(jacobian)) - jacobian)
fd_values = np.linalg.eigvals(operator)
fd_low = fd_values.real.min()
assert np.abs(fd_values.imag).max() < 1e-4
assert abs(fd_low / d8["k_low"] - 1) < 1e-4

# Nonlinear SCF runs after a long-wave disturbance
for N in (8, 16):
    d = data[N]
    cell = d["cell"]
    _, d["steps_k"], hist = mix(cell, d["n"], d["ext"], kerker(cell.q),
                                2 / (d["k_low"] + d["k_high"]), TOL)
    d["rate"] = (hist[-1] / hist[-21]) ** (1 / 20)
    d["rate_theory"] = (d["kappa_k"] - 1) / (d["kappa_k"] + 1)
    d["steps_m"] = mix(cell, d["n"], d["ext"], model_inverse(cell.q),
                       2 / (d["m_low"] + d["m_high"]), TOL)[1]
    assert abs((1 - d["rate"]) / (1 - d["rate_theory"]) - 1) < 0.03
assert data[16]["steps_k"] > 2.5 * data[8]["steps_k"]
assert abs(data[32]["steps"] - data[16]["steps"]) <= 4

# Perfect crystal from a uniform start: no residual at the smallest q
alpha_crystal = 1 / data[16]["k_high"]
crystal_steps = {}
for N in (8, 16):
    cell = data[N]["cell"]
    crystal_steps[N] = mix(cell, cell.uniform, cell.crystal, kerker(cell.q),
                           alpha_crystal, TOL)[1]
assert abs(crystal_steps[8] - crystal_steps[16]) <= 2

# Free-electron metal of equal density, explicit thermal sum over k
FINE = 256
dk = 2 * np.pi / (FINE * A_LAT)
k = dk * np.arange(-1100, 1101)


def fermi(e, mu):
    return expit(-(e - mu) / TEMP)


mu = brentq(lambda x: 2 * fermi(k ** 2 / 2, x).sum() * dk / (2 * np.pi)
            - 2 / A_LAT, -1, 2)


def metal_kappas(cells):
    q = 2 * np.pi * np.arange(1, 3 * cells + 1) / (cells * A_LAT)
    eps = []
    for qq in q:
        e1, e2 = k ** 2 / 2, (k + qq) ** 2 / 2
        f1, f2 = fermi(e1, mu), fermi(e2, mu)
        same = np.abs(e1 - e2) < 1e-9
        ratio = np.where(same, -f1 * (1 - f1) / TEMP,
                         (f1 - f2) / np.where(same, 1.0, e1 - e2))
        chi0 = 2 / AREA * ratio.sum() * dk / (2 * np.pi)
        eps.append(1 - 4 * np.pi / qq ** 2 * chi0)
    eps = np.array(eps)
    pe = kerker(q) * eps
    return eps.max() / eps.min(), pe.max() / pe.min()


metal = {N: metal_kappas(N) for N in sizes}
assert 3.5 < metal[32][0] / metal[16][0] < 4.5
assert metal[32][1] < 3
assert abs(metal[32][1] / metal[16][1] - 1) < 0.1

d32 = data[32]
print(f"lattice constant {A_LAT} bohr, column area {AREA} bohr^2")
print(f"external potential amplitude {V_AMP} hartree, q0 {Q0} 1/bohr")
print(f"long-wave potential amplitude {W_AMP} hartree")
print(f"residual reduction demanded {TOL:.0e}")
print(f"gap (32 cells) {d32['gap']:.4f} hartree = "
      f"{d32['gap'] * HARTREE:.2f} eV")
print(f"maximum density (32 cells) {d32['n_max']:.5f} bohr^-3")
print(f"bound on largest plain eigenvalue {d32['bound']:.2f}")
print(f"relative change of eps_M with larger basis {basis_change:.1e}")
for N in sizes:
    d = data[N]
    L = d["cell"].length
    print(f"INSULATOR {N} cells: L = {L:.0f} bohr = {L * BOHR:.1f} angstrom")
    print(f"  q_min {d['cell'].q[1]:.5f} 1/bohr, P(q_min) "
          f"{kerker(d['cell'].q)[1]:.6f}")
    print(f"  eps_M(q_min) {d['eps_m']:.4f}, matrix head {d['head']:.4f}")
    print(f"  plain eigenvalues {d['low']:.4f} to {d['high']:.4f}, "
          f"kappa {d['kappa']:.3f}")
    print(f"  Kerker eigenvalues {d['k_low']:.6f} to {d['k_high']:.4f}, "
          f"kappa {d['kappa_k']:.2f}")
    print(f"  eps_M q_min^2/q0^2 = {d['limit']:.6f}")
    print(f"  dielectric-model eigenvalues {d['m_low']:.4f} to "
          f"{d['m_high']:.4f}, kappa {d['kappa_m']:.3f}")
    print(f"  SCF iterations, plain: {d['steps']}")
    if N < 32:
        print(f"  SCF iterations, Kerker: {d['steps_k']}, "
              f"dielectric model: {d['steps_m']}")
        print(f"  Kerker error factor per step: measured {d['rate']:.5f}, "
              f"theory {d['rate_theory']:.5f}")
print(f"Kerker kappa ratio, 32 to 16 cells: {growth:.3f}")
print(f"smallest Kerker eigenvalue, 8 cells, finite differences "
      f"{fd_low:.6f}")
print(f"perfect crystal, Kerker, alpha {alpha_crystal:.3f}: iterations "
      f"{crystal_steps[8]} (8 cells), {crystal_steps[16]} (16 cells)")
print(f"metal temperature {TEMP} hartree, chemical potential {mu:.4f} hartree")
for N in sizes:
    print(f"METAL {N} cells: kappa plain {metal[N][0]:.2f}, "
          f"Kerker {metal[N][1]:.3f}")
print("done: every assertion held")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 185, in <module>
    assert abs((1 - d["rate"]) / (1 - d["rate_theory"]) - 1) < 0.03
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The failed test read an error factor from the residual norm at the optimal step α = 2/(λ_min+λ_max). At that step the slow long-wave mode and the largest eigenvalue shrink equally fast, so the slow mode never dominates: nearby upper modes still contribute, and a finite run need not show the asymptotic factor (κ−1)/(κ+1). This explanation comes from analysing the iteration, since the failed run printed no factors; the program now prints the norm ratio at the optimal step, without asserting it, and the number of even modes near the upper edge. The tested quantity changes, with the 3% tolerance kept: the SCF factor is now measured in an extra run at α = 1/λ_max, where only the slow mode survives and theory gives 1 − 1/κ, while the optimal-step formula is tested for 8 cells on the finite-difference Jacobian.

Diff:

```diff
@@ -82,4 +82,9 @@
         n = n + alpha * precond * residual
     raise RuntimeError("SCF iteration did not converge")
+
+
+def late_factor(history):
+    """Mean reduction of the residual norm per step, last 20 steps."""
+    return (history[-1] / history[-21]) ** (1 / 20)
 
 
@@ -172,13 +177,32 @@
 assert np.abs(fd_values.imag).max() < 1e-4
 assert abs(fd_low / d8["k_low"] - 1) < 1e-4
-
-# Nonlinear SCF runs after a long-wave disturbance
+near_top = int((fd_values.real > 0.95 * fd_values.real.max()).sum())
+
+
+# Optimal step: spectral radius of the linearised iteration
+def radius(alpha):
+    return np.abs(1 - alpha * fd_values).max()
+
+
+alpha_best = 2 / (d8["k_low"] + d8["k_high"])
+radius_best = radius(alpha_best)
+radius_theory = (d8["kappa_k"] - 1) / (d8["kappa_k"] + 1)
+assert abs(radius_best - radius_theory) < 1e-4
+assert radius(0.9 * alpha_best) > radius_best
+assert radius(1.1 * alpha_best) > radius_best
+
+# Nonlinear SCF runs after a long-wave disturbance. The error factor is
+# measured at alpha = 1/(largest eigenvalue), where only the slow mode lasts;
+# at the optimal step both ends of the spectrum decay equally fast.
 for N in (8, 16):
     d = data[N]
     cell = d["cell"]
-    _, d["steps_k"], hist = mix(cell, d["n"], d["ext"], kerker(cell.q),
+    p_k = kerker(cell.q)
+    _, d["steps_k"], hist = mix(cell, d["n"], d["ext"], p_k,
                                 2 / (d["k_low"] + d["k_high"]), TOL)
-    d["rate"] = (hist[-1] / hist[-21]) ** (1 / 20)
-    d["rate_theory"] = (d["kappa_k"] - 1) / (d["kappa_k"] + 1)
+    d["rate_best"] = late_factor(hist)
+    hist = mix(cell, d["n"], d["ext"], p_k, 1 / d["k_high"], TOL)[2]
+    d["rate"] = late_factor(hist)
+    d["rate_theory"] = 1 - 1 / d["kappa_k"]
     d["steps_m"] = mix(cell, d["n"], d["ext"], model_inverse(cell.q),
                        2 / (d["m_low"] + d["m_high"]), TOL)[1]
@@ -255,13 +279,18 @@
     print(f"  dielectric-model eigenvalues {d['m_low']:.4f} to "
           f"{d['m_high']:.4f}, kappa {d['kappa_m']:.3f}")
-    print(f"  SCF iterations, plain: {d['steps']}")
+    print(f"  SCF iterations, optimal step, plain: {d['steps']}")
     if N < 32:
-        print(f"  SCF iterations, Kerker: {d['steps_k']}, "
+        print(f"  SCF iterations, optimal step, Kerker: {d['steps_k']}, "
               f"dielectric model: {d['steps_m']}")
-        print(f"  Kerker error factor per step: measured {d['rate']:.5f}, "
-              f"theory {d['rate_theory']:.5f}")
+        print(f"  Kerker factor per step at alpha = 1/lambda_max: measured "
+              f"{d['rate']:.5f}, theory {d['rate_theory']:.5f}")
+        print(f"  Kerker residual-norm ratio per step at optimal alpha: "
+              f"{d['rate_best']:.5f}")
 print(f"Kerker kappa ratio, 32 to 16 cells: {growth:.3f}")
 print(f"smallest Kerker eigenvalue, 8 cells, finite differences "
       f"{fd_low:.6f}")
+print(f"8 cells, optimal alpha {alpha_best:.4f}: spectral radius "
+      f"{radius_best:.5f}, theory {radius_theory:.5f}")
+print(f"8 cells, even modes within 5% of the largest eigenvalue: {near_top}")
 print(f"perfect crystal, Kerker, alpha {alpha_crystal:.3f}: iterations "
       f"{crystal_steps[8]} (8 cells), {crystal_steps[16]} (16 cells)")
```

After the repair:

```
lattice constant 5.0 bohr, column area 12.0 bohr^2
external potential amplitude 0.5 hartree, q0 1.0 1/bohr
long-wave potential amplitude 0.002 hartree
residual reduction demanded 1e-05
gap (32 cells) 0.2765 hartree = 7.52 eV
maximum density (32 cells) 0.06477 bohr^-3
bound on largest plain eigenvalue 11.65
relative change of eps_M with larger basis 4.1e-07
INSULATOR 8 cells: L = 40 bohr = 21.2 angstrom
  q_min 0.15708 1/bohr, P(q_min) 0.024080
  eps_M(q_min) 3.4800, matrix head 4.3762
  plain eigenvalues 1.0000 to 4.9096, kappa 4.910
  Kerker eigenvalues 0.082024 to 1.1367, kappa 13.86
  eps_M q_min^2/q0^2 = 0.085865
  dielectric-model eigenvalues 0.6591 to 1.7684, kappa 2.683
  SCF iterations, optimal step, plain: 29
  SCF iterations, optimal step, Kerker: 74, dielectric model: 16
  Kerker factor per step at alpha = 1/lambda_max: measured 0.92784, theory 0.92784
  Kerker residual-norm ratio per step at optimal alpha: 0.85581
INSULATOR 16 cells: L = 80 bohr = 42.3 angstrom
  q_min 0.07854 1/bohr, P(q_min) 0.006131
  eps_M(q_min) 3.6430, matrix head 4.6292
  plain eigenvalues 1.0000 to 5.1635, kappa 5.164
  Kerker eigenvalues 0.022210 to 1.1366, kappa 51.18
  eps_M q_min^2/q0^2 = 0.022472
  dielectric-model eigenvalues 0.6587 to 1.8064, kappa 2.742
  SCF iterations, optimal step, plain: 30
  SCF iterations, optimal step, Kerker: 242, dielectric model: 16
  Kerker factor per step at alpha = 1/lambda_max: measured 0.98046, theory 0.98046
  Kerker residual-norm ratio per step at optimal alpha: 0.96069
INSULATOR 32 cells: L = 160 bohr = 84.7 angstrom
  q_min 0.03927 1/bohr, P(q_min) 0.001540
  eps_M(q_min) 3.6861, matrix head 4.6979
  plain eigenvalues 1.0000 to 5.2332, kappa 5.233
  Kerker eigenvalues 0.005668 to 1.1366, kappa 200.54
  eps_M q_min^2/q0^2 = 0.005684
  dielectric-model eigenvalues 0.6584 to 1.8169, kappa 2.760
  SCF iterations, optimal step, plain: 30
Kerker kappa ratio, 32 to 16 cells: 3.919
smallest Kerker eigenvalue, 8 cells, finite differences 0.082024
8 cells, optimal alpha 1.6411: spectral radius 0.86539, theory 0.86539
8 cells, even modes within 5% of the largest eigenvalue: 3
perfect crystal, Kerker, alpha 0.880: iterations 9 (8 cells), 9 (16 cells)
metal temperature 0.02 hartree, chemical potential 0.1991 hartree
METAL 8 cells: kappa plain 44.28, Kerker 1.554
METAL 16 cells: kappa plain 173.44, Kerker 1.556
METAL 32 cells: kappa plain 690.06, Kerker 1.569
done: every assertion held
```
